The two-term Boltzmann equation for electrons in energy space

**1. Definitions and conventions**

Electrons of mass m and charge −e move through a uniform gas of atoms of mass M, density N and temperature T, in a uniform electric field of magnitude E. The electron density n is uniform and low enough that electron-electron collisions can be neglected. Ionization and attachment are left out, so n is constant.

The z axis points along the force on an electron. The acceleration is a = eE/m > 0, and c = cosθ = v_z/v. The velocity distribution f is normalized by ∫f d³v = n and obeys

∂f/∂t + a ∂f/∂v_z = C[f], (1)

where C is the collision term. The kinetic energy is ε = mv²/2, so v = γ√ε with γ = √(2/m).

The two-term approximation is

f = f0(v,t) + f1(v,t) c. (2)

It assumes that collisions turn the velocity around faster than the field can align it. The next term, f2 P2(c) with P2 = (3c² − 1)/2, is carried through the projection below to show what is discarded.

The isotropic part is described by F0(ε), defined by counting electrons in an energy interval:

4πv² f0 dv = n √ε F0 dε, ∫√ε F0 dε = 1.

Since dε = mv dv, this gives 4πv f0/m = n√ε F0. With v = γ√ε,

f0 = n m F0/(4πγ). (3)

In the numbers, energies are in eV and E/N is in townsend, 1 Td = 10⁻²¹ V m². Primes on F0 mean ∂/∂ε.

**2. Projecting the field term**

From v = |**v**| and c = v_z/v follow ∂v/∂v_z = c and ∂c/∂v_z = (1 − c²)/v. Therefore

∂f/∂v_z = c ∂f0/∂v + c² ∂f1/∂v + (1 − c²) f1/v
 + cP2 ∂f2/∂v + 3c(1 − c²) f2/v.

The isotropic part is the average over c from −1 to 1. Odd terms vanish, ⟨c²⟩ = 1/3 and ⟨1 − c²⟩ = 2/3, so the field term contributes

(a/3)(∂f1/∂v + 2f1/v) = (a/3v²) ∂(v²f1)/∂v. (4)

The coefficient of c is found by multiplying by 3c and averaging. The f1 terms are now odd and vanish. With ⟨c²P2⟩ = (3/2)(1/5) − (1/2)(1/3) = 2/15 and ⟨c²(1 − c²)⟩ = 1/3 − 1/5 = 2/15, the result is

a ∂f0/∂v + a[(2/5)∂f2/∂v + (6/5)f2/v]
 = a ∂f0/∂v + (2a/5v³) ∂(v³f2)/∂v. (5)

Thus f2 does not enter the isotropic equation directly. It acts through f1, and the approximation drops the last term of (5).

**3. The anisotropic part**

For f1 the atoms may be treated as fixed, with corrections of relative order m/M. Elastic scattering through an angle χ then leaves v unchanged. Averaged over azimuth, cosθ becomes cosχ cosθ. The elastic collision term for f1 is therefore −Nvσ_el f1, with the momentum-transfer cross section

σ_el = ∫(1 − cosχ)(dσ/dΩ) dΩ.

Inelastic collisions are taken to scatter isotropically. Electrons arriving from them have no c component, and the loss of electrons remains. The total is −ν_m f1, where

ν_m = Nvσ_m, σ_m = σ_el + (N_g/N)σ_x + (N_x/N)σ_sup. (6)

Here N_g and N_x are the densities of atoms in the ground and excited state, σ_x is the excitation cross section, and σ_sup is that of the reverse, superelastic collision, in which the electron gains the excitation energy. Several excitations are summed.

The c component of (1) is now ∂f1/∂t + a ∂f0/∂v = −ν_m f1. If f0 and E change little during 1/ν_m, the time derivative is small compared with ν_m f1, and

f1 = −(a/ν_m) ∂f0/∂v. (7)

With ∂/∂v = mv ∂/∂ε this becomes a useful measure of anisotropy:

f1/f0 = −(eE/Nσ_m) F0′/F0. (8)

It compares the energy gained along one mean free path with the energy over which F0 falls.

The P2 component of (1), found by multiplying by 5P2 and averaging, gives f2 in the same way. Using 5⟨c²P2⟩ = 2/3 and 5⟨(1 − c²)P2⟩ = −2/3, and dropping f3,

f2 = −(2a/3ν₂)(∂f1/∂v − f1/v),

where ν₂ is the relaxation rate of the P2 component. So f2 is one order higher in a/ν than f1. Neglecting it requires that (8) be small and also that ε be well above eE/(Nσ_m), the energy gained along one mean free path. A slower electron is turned around by the field before it collides, but few electrons are that slow in the examples below.

**4. Joule diffusion**

The isotropic part of (1) is

∂f0/∂t + (a/3v²) ∂(v²f1)/∂v = C0.

Multiply by 4πv²(dv/dε)/n. The first term becomes ∂(√ε F0)/∂t. In the second, v² cancels and (dv/dε)∂/∂v = ∂/∂ε, leaving ∂J_E/∂ε with

J_E = (4πa/3n) v² f1.

This is a flux of electrons along the energy axis, per electron. Inserting (7) and (3),

f1 = −[a/(Nvσ_m)] · mv · [n m/(4πγ)] F0′ = −[a m² n/(4πγNσ_m)] F0′.

With ma = eE and v² = γ²ε,

J_E = −[γ(eE)² ε/(3Nσ_m)] F0′. (9)

The flux can be written J_E = −D_E √ε F0′ with D_E = (eEv)²/(3ν_m). The field does work at the rate eEv cosθ, whose mean square for isotropic velocities is (eEv)²/3, and collisions destroy its memory after about 1/ν_m. The energy performs a random walk, which is why the field appears squared. For F0 falling with energy the flux is upward: this is Joule heating.

**5. Elastic cooling**

With fixed atoms, elastic collisions do not change f0. Their effect on the energy starts at order m/M and must be found from the recoil and thermal motion of the atoms.

Let the atom have velocity **V**, and define **g** = **v** − **V**, **V**_cm = (m**v** + M**V**)/(m + M) and μ = mM/(m + M). Then **v** = **V**_cm + (μ/m)**g**. A collision turns **g** into **g**′ of equal length, so in m(v′² − v²)/2 the squares cancel:

Δε = μ **V**_cm·(**g**′ − **g**). (10)

Energy changes are small, so their effect on p = √ε F0 can be expanded. For any smooth test function φ(ε),

(d/dt)∫φp dε = ∫p(Aφ′ + Dφ″) dε,

where A is the mean energy change per unit time and D is half the mean-square change per unit time. Integration by parts gives ∂p/∂t = −∂J_el/∂ε with

J_el = Ap − ∂(Dp)/∂ε. (11)

To find D, note that V is of order √(kT/M). The leading part of (10) is m**V**·(**v**′ − **v**). Each component of **V** has variance kT/M, and |**v**′ − **v**|² = 2v²(1 − cosχ), so

⟨(Δε)²⟩ = m²(kT/M)·2v²(1 − cosχ).

Multiplying by half the collision rate, integrating over angle and using m²v² = 2mε,

D = Nvσ_el (2m/M) ε kT. (12)

The third moment contains an odd power of **V** at leading order and averages to zero. What remains, like the fourth moment, is of order (m/M)², so stopping at D is consistent. The expansion needs v well above the thermal speed of the atoms, which fails for energies of order (m/M)kT, a negligible part of the distribution.

A direct calculation of A needs the small dependence of the collision rate on **V**. Equilibrium gives it more simply. Put p = √ε F0 in (11):

J_el = √ε[(A − D′ − D/(2ε))F0 − D F0′].

A Maxwellian F0 ∝ exp(−ε/kT) must be stationary under collisions with atoms at temperature T. Its flux is then constant in ε, and zero because nothing crosses ε = 0. With F0′ = −F0/kT this requires

A = D′ + D/(2ε) − D/kT. (13)

A and D are properties of the gas and of the electron's energy, not of F0, so (13) holds for every F0. Hence J_el = −D√ε(F0′ + F0/kT), or

J_el = −γN(2m/M)σ_el ε²(F0 + kT F0′). (14)

The first part is cooling by recoil. For atoms at rest, **V**_cm ≈ (m/M)**v** in (10) gives a mean loss (2m/M)ε(1 − cosχ) per collision, in agreement with it. The second part is heating by thermal motion.

Relations (12) and (13) were tested against averages of exact binary collisions for an energy-dependent, anisotropic cross section. At ε = 2kT, the quantity A kT/D is 0.2727 both ways. At 5kT it is −0.450: slow electrons are heated on average and fast ones cooled.

**6. Inelastic source terms**

Let an excitation cost the energy u. Electrons at energy y excite atoms at the rate N_g vσ_x(y) √y F0(y) = γN_g yσ_x(y)F0(y) per unit energy, and reappear at y − u. Energy ε therefore loses electrons to ε − u and gains them from ε + u. Superelastic collisions do the reverse. Atomic recoil is neglected in both.

The two cross sections are related. In equilibrium N_x/N_g = (g_x/g_g)exp(−u/kT), with statistical weights g_g and g_x, and detailed balance requires equal traffic both ways between ε + u and ε:

N_g(ε + u)σ_x(ε + u)exp[−(ε + u)/kT] = N_x εσ_sup(ε)exp(−ε/kT).

The exponentials cancel, leaving a relation between atomic properties:

g_g(ε + u)σ_x(ε + u) = g_x εσ_sup(ε). (15)

The net rate from ε + u down to ε is then

R(ε) = γ(ε + u)σ_x(ε + u)[N_g F0(ε + u) − N_x(g_g/g_x)F0(ε)], (16)

with R = 0 for negative argument. Energy ε receives R(ε) and passes R(ε − u) further down:

S(ε) = R(ε) − R(ε − u). (17)

Unlike the other two processes, this one connects distant energies.

**7. The complete equation and its balances**

Collecting (9), (14) and (17),

∂(√ε F0)/∂t = ∂/∂ε{[γ(eE)²ε/(3Nσ_m)] F0′}
 + ∂/∂ε{γN(2m/M)σ_el ε²(F0 + kT F0′)} + S(ε). (18)

In steady state, division by N shows that F0 depends on the field through E/N, at given T and given populations.

The source can also be written S = −∂J_in/∂ε, with

J_in(ε) = −∫_{ε−u}^{ε} R(y) dy.

All fluxes vanish at ε = 0, so integrating the steady equation gives

J_E + J_el + J_in = 0 at every energy. (19)

If no atoms are excited, shifting the integration variable by u gives J_in = −γN∫_ε^{ε+u} yσ_x F0 dy. This counts the electrons that jump down across ε.

For the energy balance, multiply (18) by ε and integrate. A flux term gives −∫ε(∂J/∂ε)dε = ∫J dε. The source gives ∫εR(ε)dε − ∫(ε + u)R(ε)dε = −u∫R dε. The drift speed is

w = (1/n)∫v c f d³v = (4π/3n)∫v³f1 dv,

and from the definition of J_E, ∫J_E dε = (4πa/3n)∫v²f1 mv dv = eEw. In steady state, then,

eEw = −∫J_el dε + u∫R dε, (20)
w = −(γeE/3N)∫(ε/σ_m)F0′ dε.

The work done by the field is the elastic loss plus the net excitation loss.

**8. Limiting cases**

Without a field and with thermal populations, the Maxwellian at T makes J_el and R vanish separately. It is the equilibrium solution, as it must be.

With a field and elastic collisions alone, σ_m = σ_el and (19) reads J_E + J_el = 0. Dividing by γN(2m/M)σ_el ε² gives

F0′/F0 = −1/[kT + M(eE)²/(6mN²σ_el²ε)]. (21)

Two cases can be integrated at once.

(a) Constant σ_el and T = 0. The right side is −6(m/M)(Nσ_el/eE)²ε, so

F0 ∝ exp(−ε²/ε_w²), ε_w = (eE/Nσ_el)√(M/3m). (22)

This is the Druyvesteyn distribution, whose tail falls faster than a Maxwellian.

(b) Constant ν_m = Nvσ_el. Then N²σ_el²ε = mν_m²/2, and the denominator of (21) is constant. F0 is a Maxwellian with

kT_eff = kT + M(eE)²/(3m²ν_m²) = kT + Mw²/3.

The last step uses w = eE/(mν_m). This follows from (20) with 1/(Nσ_m) = γ√ε/ν_m, because −∫ε^{3/2}F0′dε = (3/2)∫√ε F0 dε = 3/2 and γ² = 2/m.

**9. A check without the two-term assumption**

A Monte Carlo simulation follows electrons through individual collisions and makes no expansion in angle. The test gas is cold and light, M/m = 500, with a threshold of 1.5 eV and 10 % excited atoms, so that recoil cooling, excitation and superelastic collisions all matter. Heating by thermal motion of the atoms is absent here. At 10 Td the simulated mean energy is 1.055 eV, against 1.058 eV from (18). The drift speeds are 2.43×10⁴ and 2.45×10⁴ m/s. This difference of 0.8 % is not the error of the truncation: keeping higher Legendre terms for this gas changes the drift speed by less than 0.1 %. The simulation has statistical scatter, which was not estimated, and it contains corrections of relative order m/M that (18) omits. The mean of P2(cosθ) is 0.0015, small beside the mean cosine of 0.037.

The agreement depends on each term tested. Without elastic cooling, (18) gives 1.33 eV; without superelastic collisions, 0.81 eV.

**10. Worked example**

Take a model gas with M = 4 u, T = 300 K, σ_el = 10⁻¹⁹ m² and one excitation with u = 3 eV and σ_x = 10⁻²⁰(1 − u/ε) m² above threshold. No atoms are excited. The steady equation gives:

E/N = 2 Td: mean energy 0.750 eV, w = 5.69×10³ m/s, inelastic share of the loss 0.4 %
E/N = 5 Td: mean energy 1.240 eV, w = 1.115×10⁴ m/s, inelastic share 55.8 %
E/N = 10 Td: mean energy 1.430 eV, w = 2.07×10⁴ m/s, inelastic share 85.2 %

At 2 Td the loss is almost wholly elastic, and (22) should nearly apply. The energy gained per mean free path is eE/(Nσ_el) = 2×10⁻²¹/10⁻¹⁹ = 0.02 eV. With M/m = 7292, ε_w = 0.02 × √(7292/3) = 0.99 eV. The mean energy of (22) is ε_w Γ(5/4)/Γ(3/4) = 0.74 ε_w = 0.73 eV. The computed value is slightly higher because the gas is not cold: by (21), kT > 0 makes F0 fall more slowly.

At 5 Td the energy balance can be followed term by term. Per electron and per atom density, the field supplies

(E/N)w = 5×10⁻²¹ × 1.115×10⁴ = 5.575×10⁻¹⁷ eV m³/s.

The excitation coefficient, the excitation rate per electron divided by N, is 1.037×10⁻¹⁷ m³/s. Excitation therefore takes 3 × 1.037×10⁻¹⁷ = 3.11×10⁻¹⁷ eV m³/s, and elastic collisions take the other 2.46×10⁻¹⁷.

The fluxes through ε = 2 eV, divided by N, show (19) at work:

J_E/N = 2.268×10⁻¹⁷ m³/s
J_el/N = −1.231×10⁻¹⁷ m³/s
J_in/N = −1.037×10⁻¹⁷ m³/s

The field drives electrons upward. About half drift back in small elastic steps, and the rest return in single jumps of 3 eV. The inelastic flux equals the excitation coefficient to the digits shown. The flux counts excitations by electrons between 2 and 5 eV and the coefficient counts all of them, so electrons above 5 eV contribute nothing visible.

The tail is far from Maxwellian. From 3 to 4 eV, F0 falls from 3.29×10⁻² to 2.18×10⁻⁴ eV^(−3/2), a factor of 151. Elastic collisions in a cold gas would give, with ε_w = 2.465 eV, a factor exp[(16 − 9)/2.465²] ≈ 3.2. The steep drop is thus due to excitation, which removes electrons soon after they pass the threshold. A Maxwellian of the same mean energy puts 6.4 % of the electrons above 3 eV; the solution has 1.5 %. Using that Maxwellian to estimate excitation would be seriously wrong here.

**11. Where the approximation weakens**

At 5 Td the mean cosine over all electrons is 0.015. At a given energy it is f1/(3f0), and at threshold f1/f0 is already 0.15, which means a mean cosine of 0.05. Between 3 and 4 eV the average slope −F0′/F0 is ln 151 = 5.0 per eV, and (8) gives f1/f0 ≈ 0.05 × 5.0 = 0.25. A small mean anisotropy does not guarantee a small anisotropy in the tail.

An estimate shows what controls it. Well above threshold, keep in (18) the diffusion and the excitation loss, and treat the coefficients as slowly varying:

[(eE)²/(3Nσ_m)] F0″ ≈ Nσ_x F0.

The decaying solution has −F0′/F0 = (N/eE)√(3σ_mσ_x), and (8) becomes

f1/f0 ≈ √(3σ_x/σ_m).

The field has dropped out. As long as elastic energy exchange is negligible in the tail, lowering E/N makes the tail steeper in proportion and does not restore isotropy there; what is needed is σ_x ≪ σ_m. At very low E/N in a gas with T > 0 the estimate fails: the thermal term of (14) outweighs the diffusion by the field, the slope of F0 stops growing, and f1/f0 falls with E/N. In this model σ_x/σ_m rises toward 1/11 at high energy, where the estimate gives 0.5.

The excitation coefficient depends on the tail, and mostly on the part just above threshold. There σ_x is still small and the estimate does not apply, but the anisotropy is not negligible: f1/f0 at threshold is 0.15 at both 2 and 5 Td. Where excitation takes only a small share of the loss, as at 2 Td, the energy balance hardly constrains the coefficient, and it can be much less certain than the mean energy or the drift speed. Where excitation dominates, as at 10 Td, (20) ties it closely to the drift speed. For this gas the error stays small all the same. With isotropic scattering, carrying the expansion to f5 or f7 changes the coefficient by 0.9 % at 2 Td and by less than 0.1 % at 5 and 10 Td, and it changes the mean energy and the drift speed by less than 0.1 % at all three fields. This does not carry over to gases in which σ_x is comparable with σ_m. Halving the energy step at 2 Td changes the coefficient by 0.13 %, but that concerns the numerical solution of (18), not the truncation behind it. The complete numerical output follows.

Numbers as computed

```
Angular projection, largest error: 4.1e-08
Elastic coefficients, exact collisions, M/m = 1e5, in units of D:
  e/kT 0.7: drift*kT exact 2.27967, formula 2.27968; D ratio 1.00007
  e/kT 2.0: drift*kT exact 0.27272, formula 0.27273; D ratio 0.99999
  e/kT 5.0: drift*kT exact -0.45000, formula -0.45000; D ratio 0.99998
Largest error of ln F: Maxwell 1.9e-05, Druyvesteyn 1.4e-03
Test gas: M/m 500, s_el 1.0e-19 m^2, s0 5.0e-21 m^2, u 1.5 eV, x 0.10
  cold atoms, E/N = 10 Td; Monte Carlo (MC) against two-term:
  mean energy: MC 1.055, two-term 1.058 eV
  drift speed: MC 2.426e+04, two-term 2.446e+04 m/s
  mean cos: MC 0.0371, two-term 0.0373
  mean P2(cos), absent from two-term: MC 0.0015
  fraction 0.0-0.5 eV: MC 0.2450, two-term 0.2433
  fraction 0.5-1.0 eV: MC 0.3141, two-term 0.3134
  fraction 1.0-1.5 eV: MC 0.2188, two-term 0.2193
  fraction 1.5-2.0 eV: MC 0.1142, two-term 0.1155
  fraction 2.0-2.5 eV: MC 0.0568, two-term 0.0572
  fraction 2.5-3.0 eV: MC 0.0280, two-term 0.0283
  fraction 3.0-20.0 eV: MC 0.0231, two-term 0.0230
  mean energy without elastic cooling: 1.330 eV
  mean energy without superelastic: 0.807 eV
Model gas: M = 4 u, M/m = 7291.6, 2m/M = 2.743e-04
  T = 300 K, kT = 0.02585 eV, s_el = 1.0e-19 m^2, s0 = 1.0e-20 m^2, u = 3.0 eV
E/N = 2 Td: mean energy 0.750 eV, drift speed 5692 m/s
  excitation coefficient 1.559e-20 m^3/s
  power/N: field 1.138e-17, elastic 1.134e-17, inelastic 4.678e-20 eV m^3/s
  loss shares: elastic 99.59 %, inelastic 0.41 %
  mean cos 0.0098, f1/f0 at threshold 0.153
E/N = 5 Td: mean energy 1.240 eV, drift speed 1.115e+04 m/s
  excitation coefficient 1.037e-17 m^3/s
  power/N: field 5.575e-17, elastic 2.463e-17, inelastic 3.111e-17 eV m^3/s
  loss shares: elastic 44.19 %, inelastic 55.81 %
  mean cos 0.0153, f1/f0 at threshold 0.152
E/N = 10 Td: mean energy 1.430 eV, drift speed 2.071e+04 m/s
  excitation coefficient 5.882e-17 m^3/s
  power/N: field 2.071e-16, elastic 3.065e-17, inelastic 1.765e-16 eV m^3/s
  loss shares: elastic 14.80 %, inelastic 85.20 %
  mean cos 0.0264, f1/f0 at threshold 0.176
Halving the grid step at 2 Td changes excitation by 0.13 %
5 Td, flux/N through 2 eV in m^3/s:
  field 2.268e-17, elastic -1.231e-17, inelastic -1.037e-17
  F0(1 eV): 4.921e-01, Maxwellian 4.478e-01 eV^-1.5
  F0(2 eV): 1.950e-01, Maxwellian 1.336e-01 eV^-1.5
  F0(3 eV): 3.291e-02, Maxwellian 3.986e-02 eV^-1.5
  F0(4 eV): 2.183e-04, Maxwellian 1.189e-02 eV^-1.5
  fraction above 3 eV: 1.466e-02, Maxwellian 6.414e-02
```
